# Current crowding under a multilayer contact and the limits of the transmission line

## A stack whose top layer is only a passage

A metal lies on two conducting layers. The lower layer has sheet conductance $S$; the upper one conducts negligibly along its plane. Current arrives in the lower layer, crosses the interlayer specific resistance $\rho_1$, and then crosses the metal contact resistivity $\rho_c$. Both are resistances times area, and they are in series, so each unit of area passes to the metal through $\rho=\rho_c+\rho_1$.

Let the contact occupy $0<x<L$, let the metal be at zero potential, and count currents per unit width. The lower layer has potential $u(x)$ and carries the current $J=-Su'$. This current decreases by what leaves upwards, $J'=-u/\rho$, hence
$$u''=\frac{u}{\lambda^2},\qquad \lambda=\sqrt{S\rho}.$$
No current passes the far end, so $u'(L)=0$ and $u=A\cosh[(L-x)/\lambda]$. The entering current is $I=-Su'(0)=(SA/\lambda)\sinh(L/\lambda)$. Dividing $u(0)$ by $I$ gives the contact resistance
$$F(\rho)=\frac{\lambda}{S}\coth\frac L\lambda=\sqrt{\frac{\rho}{S}}\,\coth\frac{L}{\sqrt{S\rho}} .$$

The ordinary transmission line assumes one potential through the whole thickness and therefore uses $F(\rho_c)$. Here the correct answer is $F(\rho_c+\rho_1)$. What matters is not how thin the stack is, but how $\rho_1$ compares with $\rho_c$.

## Two equal layers on a grid of four cells

When both layers conduct, current can choose where to rise. The smallest finite-volume grid that shows this has one column of cells outside the metal and one beneath it. Take cell width, layer sheet conductances, $\rho_1$ and $\rho_c$ all equal to 1. The outer column ends at a plane held at potential 1.

Neighbouring cell centres are one width apart, so each lateral conductance is 1. Each vertical conductance, width divided by specific resistance, is also 1. The plane at potential 1 is half a width from the first centres, which gives a conductance of 2. Call the outer potentials $a_1,a_2$ and those under the metal $b_1,b_2$, with the top layer first. Zero net current into each cell requires
$$4a_1-a_2-b_1=2,\qquad 4a_2-a_1-b_2=2,$$
$$3b_1=a_1+b_2,\qquad 2b_2=a_2+b_1 .$$
The last two equations give $b_1=(2a_1+a_2)/5$ and $b_2=(a_1+3a_2)/5$. Inserting them in the first two gives
$$18a_1-6a_2=10,\qquad 17a_2-6a_1=10,$$
so $a_1=23/27$, $a_2=24/27$, $b_1=14/27$ and $b_2=19/27$. The source current is $2(4/27)+2(3/27)=14/27$, which equals the current $b_1$ into the metal.

The resistance from plane to metal is $27/14$. The outer cell, with total sheet conductance 2, accounts for $1/2$, so the contact resistance is $27/14-7/14=10/7$. At the contact edge the top layer carries $a_1-b_1=9/27$ and the bottom layer $a_2-b_2=5/27$. The layers are equal, yet the current has crowded into the upper one.

Two simpler estimates on the same grid enclose the result. If the layers are forced to share one potential, the contact resistance is the half-cell resistance plus that of the metal contact, $1/4+1=5/4$. If each layer is instead forced to carry half the current up to the column beneath the metal, the lower half must cross $\rho_1$ and dissipates an extra $(1/2)^2=1/4$ per unit current squared, giving $3/2$. Indeed $5/4<10/7<3/2$.

## The general equations and their discretization

Let there be $N$ layers with sheet conductances $s_j$, $j=1$ at the top, and $S=\sum_j s_j$. Interface $j$ lies below layer $j$ and has specific resistance $\rho_j$. The $u_j$ are electrochemical potentials. The model is linear and steady, the metal is an equipotential, and $s_j$ is the same beneath and beside it. Current balance under the metal reads
$$s_ju_j''=\frac{u_j-u_{j-1}}{\rho_{j-1}}+\frac{u_j-u_{j+1}}{\rho_j}+\delta_{j1}\frac{u_1}{\rho_c},$$
where terms referring to absent layers are dropped. Outside the metal the last term is absent too.

Two identical contacts face each other across a gap $d$. By symmetry the middle of the gap is an equipotential plane, and half the device suffices. The algorithm is:

1. Divide each layer into cells of width $h$, with a cell face at the contact edge.
2. Connect lateral neighbours by $s_j/h$, vertical neighbours by $h/\rho_j$, and top cells under the metal to zero potential by $h/\rho_c$.
3. Connect the first column to the mid-gap potential $V$ by $2s_j/h$.
4. Solve the sparse balance equations and sum the source current $I$.
5. Form $R_c=V/I-d/(2S)$.

If $s_j$ changes at the edge, the lateral conductance there is that of two half-cells in series.

The curvature $u_j''$ of the top layer jumps at the edge, where the metal begins. Expanding to the centres at $\pm h/2$ gives
$$\frac{u(h/2)-u(-h/2)}{h}=u'(0)+\frac h8\,[u''(0^+)-u''(0^-)]+O(h^2).$$
The gradient error is of order $h$, but it occurs at a single face. It acts like a misplaced potential step of order $h\cdot h=h^2$, so the method should remain second order.

Step 5 rests on an identity. Outside the metal, summing the balance equations over $j$ cancels every interlayer term, so the mean $\bar u=\sum_j s_ju_j/S$ satisfies $\bar u''=0$. It falls linearly by $Id/(2S)$ from mid-gap to edge, however the layers redistribute their current. Hence $R_c=\bar u(0)/I$.

## A solution without a grid

Let $G=\mathrm{diag}(s_j)$, and let $K$ be the matrix of the interlayer terms. Under the metal $Gu''=Mu$, where $M$ is $K$ with $1/\rho_c$ added to its first diagonal element. Setting $u=G^{-1/2}z$ gives
$$z''=G^{-1/2}MG^{-1/2}z .$$
This matrix is symmetric, with eigenvalues $k_n^2$ and orthonormal eigenvectors forming the columns of $Q$. The insulated end selects $\cosh k_n(L-x)$ for each mode, whose negative slope at $x=0$ is $k_n\tanh k_nL$ times its value. The layer currents at the edge are therefore
$$-Gu'(0)=Y_cu(0),\qquad Y_c=G^{1/2}Q\,\mathrm{diag}(k_n\tanh k_nL)\,Q^TG^{1/2}.$$

Outside, $K$ replaces $M$. One mode has $k=0$: equal potentials in all layers, the linear part already treated. The others vanish at mid-gap and vary as $\sinh k_n(x+d/2)$, with slope $k_n\coth(k_nd/2)$ times their value at the edge. Let $Y_a$ be built like $Y_c$ from these factors and the outside eigenvectors, with factor zero for the uniform mode. With $w_j=s_j/S$, the arriving currents are $Iw-Y_au(0)$. Equating them to $Y_cu(0)$ gives $u(0)=I(Y_c+Y_a)^{-1}w$, and since $\bar u(0)=w^Tu(0)$,
$$R_c=w^T(Y_c+Y_a)^{-1}w .$$

## Two bounds

The two estimates of the four-cell example generalize. Let $R_h=R_c+d/(2S)$ be the resistance of half the device.

For a fixed voltage $V$, the true potentials give the least dissipation, $V^2/R_h$. A change $\varphi$ that vanishes at the electrodes adds a cross term, which is zero by current balance, and a non-negative square. Use equal potentials in all layers as a trial. The best such trial solves the ordinary line, so
$$\frac{V^2}{R_h}\le\frac{V^2}{F(\rho_c)+d/(2S)},\qquad\text{hence}\qquad R_c\ge F(\rho_c).$$

For a fixed current $I$, the true currents give the least dissipation, $I^2R_h$, among all flows that conserve current. An added flow with no net terminal current has zero cross term, because the electrodes are equipotentials. As a trial let layer $j$ carry $s_jJ(x)/S$, with $J=I$ outside the metal. Beneath it, $q=-J'$ enters the metal per unit area. The layers below interface $j$, of conductance $B_j=\sum_{m>j}s_m$, must send $qB_j/S$ through that interface. The power under the metal is
$$\int_0^L\left[\frac{J^2}{S}+(\rho_c+\rho_\perp)q^2\right]dx,\qquad \rho_\perp=\sum_{j=1}^{N-1}\rho_j\left(\frac{B_j}{S}\right)^2 .$$
This is the power of a single line of resistivity $\rho_c+\rho_\perp$, whose minimum is $I^2F(\rho_c+\rho_\perp)$. Therefore
$$F(\rho_c)\le R_c\le F(\rho_c+\rho_\perp)$$
for every contact length and gap in this model. A test on 300 random stacks of two to eight layers satisfied both bounds.

For $N$ equal layers and equal interfaces $\rho_i$,
$$\rho_\perp=\frac{\rho_i}{N^2}\sum_{m=1}^{N-1}m^2=\rho_i\frac{(N-1)(2N-1)}{6N}.$$
For many layers this tends to one third of the total vertical resistance. A back gate that gathers carriers at the bottom raises the fractions $B_j/S$, and with them $\rho_\perp$.

## When the ordinary line fails

Put $r=\rho_\perp/\rho_c$ and $y=L/\sqrt{S\rho}$. Since $dy/d\ln\rho=-y/2$ and $d\ln\coth y/dy=-2/\sinh 2y$,
$$\frac{d\ln F}{d\ln\rho}=\frac12\left(1+\frac{2y}{\sinh 2y}\right).$$
This lies between $1/2$ for a long contact and 1 for a short one. Integrating from $\rho_c$ to $\rho_c(1+r)$ shows that $R_c$ exceeds the ordinary line by at most the fraction $r$, whatever the length. For a long contact the limit is $\sqrt{1+r}-1$. To guarantee an error below $\varepsilon$, relative to the line, it suffices that
$$r\le\varepsilon\quad\text{(any length)},\qquad r\le(1+\varepsilon)^2-1\quad\text{(limit of a long contact)}.$$

The second condition is a limit: at $r=0.21$ the error can still reach 11.8% for a contact two ordinary transfer lengths long, and 10.4% for three.

These conditions are sufficient, not necessary. The actual failure can come much later, for example for a very short contact beside a long gap, where current can rise before it reaches the metal. It may also never come: when the upper of two layers has nearly all the conductance and the gap is short, even a complete loss of contact between the layers can change $R_c$ little. With $S$, $\rho_c$ and $L$ as in the six-layer example below and a 20 nm gap, the change is 3% if the upper layer has 95% of the conductance, but 15% if it has 80%. When the interlayer resistances are small, however, the upper bound is close to the true value, as a scaling estimate shows. Multiply all $\rho_j$ by a small $\delta$. The upper-bound flow switches on its vertical currents abruptly at the edge, whereas the true flow smooths them over a length proportional to $\sqrt\delta$. The vertical power density is proportional to $\delta$, so the bound is too high by order $\delta^{3/2}$, while the correction itself is of order $\delta$. For the six-layer stack below, the exponent found between $\delta=10^{-3}$ and $10^{-4}$ is 1.497.

A second symptom can be a disagreement between lengths. It need not appear: in the opening example the ordinary line fails, yet a single line with $\rho_c+\rho_1$ is exact and the lengths agree. Deep under a long contact the current decays with the slowest mode, of length $\lambda_1=1/k_{\min}$. Here $\lambda_1^2$ is the largest eigenvalue of $G^{1/2}M^{-1}G^{1/2}$, so it is no smaller than the quadratic form of that matrix with any unit vector. The unit vector with components $\sqrt{s_j/S}$ gives
$$\lambda_1^2\ge\frac{s^TM^{-1}s}{S}=S(\rho_c+\rho_\perp).$$
The equality holds because $s^TM^{-1}s$ is the power per area when $s_j$ is injected into each layer: interface $j$ then carries $B_j$ and the metal contact $S$. For a long contact the upper bound gives $SR_c\le\sqrt{S(\rho_c+\rho_\perp)}\le\lambda_1$. A single line has $SR_c=\lambda_1$. Once the two separate, no single line with the sheet conductance $S$ reproduces both resistance and decay.

## Six layers with a back gate

Take $10^{13}$ electrons per cm$^2$ in six layers, halving from each layer to the next away from the gate, with mobility 50 cm$^2$/Vs. The total sheet resistance is 12483 Ω per square. Let $\rho_i=30$ Ω µm$^2$ at every interface, $\rho_c=100$ Ω µm$^2$ ($10^{-6}$ Ω cm$^2$), $L=500$ nm and $d=1000$ nm. From the layer shares,
$$\rho_\perp=30\,(0.984^2+0.952^2+0.889^2+0.762^2+0.508^2)\approx105\ \Omega\,\mu\mathrm m^2,$$
so $r\approx1.05$. The ordinary transfer length is $\sqrt{100/12483}$ µm $=89.5$ nm. The contact is long, so $F(\rho_c)\approx12483\times0.0895\approx1117$ Ω µm. The upper bound is 1601 Ω µm.

Finite volumes with $h=0.5$ nm give 1535.29 Ω µm, and the mode solution 1535.28 Ω µm. The observed order of convergence is 1.997. The contact resistance is thus 1.54 kΩ µm, 37% above the ordinary line, while the corrected line $F(\rho_c+\rho_\perp)$ lies 4% above it. Reading the resistance with the ordinary long-contact formula would give $\rho_c=SR_c^2\approx189$ Ω µm$^2$, nearly twice the true value.

At the edge the top layer carries 5.5% of the current, though it has 1.6% of the conductance; the bottom layer carries 44% instead of 51%. Redistribution has begun before the metal is reached. The length $SR_c$ is 123 nm and the slowest decay length 129 nm.

With all else fixed and a long gap, raising the interlayer resistance makes the ordinary line 10% wrong at $r=0.23$ for the 500 nm contact, where accuracy was guaranteed up to 0.21. For a 30 nm contact the threshold is 0.12, with a guarantee up to 0.10. At the original $\rho_i$, the 30 nm contact has $R_c=5829$ Ω µm against 3457 from the ordinary line. The corrected line gives 6962 there, 19% above $R_c$: its trial flow forbids vertical transfer outside the metal, which the true flow can use. Without that transfer, a long gap would fix the layer shares at $s_j/S$, and interface $j$ would have to pass the fraction $B_j/S$ of the current within the length $L$. The dissipation is least when this flow is uniform, so the resistance would be at least $(\rho_c+\rho_\perp)/L\approx6837$ Ω µm, well above the true value.

The opposite limit is a perfect metal interface. As $\rho_c\to0$ the ordinary line tends to zero, but for the 500 nm contact $R_c$ tends to 951 Ω µm, since current must still climb through the stack. The corrected line gives 1146 Ω µm.

In a short gap the current has no room to spread back to the shares $s_j/S$ between the contacts. More of it stays in the upper layers, so less has to climb under the metal and $R_c$ falls. At 20 nm $R_c$ is 1.7% below its long-gap value, and at 100 nm 0.1% below. For this stack and gaps of 20 nm or more the resistance values shift little, but the slope of total resistance against gap is more sensitive: it exceeds $1/S$ by 18% at 20 nm, 5% at 50 nm and about 1% at 100 nm. A straight-line fit over gaps of 20 to 100 nm overestimates the sheet resistance by about 5% and underestimates the long-gap $R_c$ by about 2%.

## Beside a real device

The parameters are rough typical values for back-gated few-layer MoS$_2$, and the interlayer resistance is particularly uncertain. The halving of the density from layer to layer is an assumption, not the result of an electrostatic calculation. So is the use of one $\rho_i$ for all interfaces while the density varies 32-fold. If instead $\rho_j$ is inversely proportional to the geometric mean of the two adjacent densities, the excess over the ordinary line is 21%, 47% or 191% when the top interface, the average or the bottom interface has 30 Ω µm$^2$. With $\rho_i=3$ Ω µm$^2$ the excess over the ordinary line is 5%; with 100 Ω µm$^2$ it is 96%. Real metals also change the carrier density beneath them. Halving every layer's conductance there, with the specific resistances fixed, raises $R_c$ to 2154 Ω µm; adding $5\times10^{12}$ cm$^{-2}$ to the top layer lowers it to 1421 Ω µm. Linearity limits the current: at 10 µA/µm the top layer differs from the metal by up to 11 mV, and this drop reaches $k_BT/q$, 26 mV at 300 K, near 23 µA/µm. If carriers cross the metal interface by thermal activation over a barrier, the linear contact law is accurate only for currents well below that. The estimated mean free path for backscattering, 3.4 nm, is not small beside $\sqrt{s_1\rho_i}=6.2$ nm, the length over which the top layer would adjust to a neighbour held at fixed potential, so diffusive transport is marginal there. The numerical output lists the smaller effects, including heating and metal resistance.

## Computed results

```
layers 6; density 1.0e+13 cm^-2; mobility 50 cm2/Vs
rho_i 30, rho_c 100 ohm um^2; L 500 nm, gap 1000 nm
total sheet resistance 12483 ohm per square
layer conductance shares, top first: [0.0159 0.0317 0.0635 0.127  0.254  0.5079]
current shares at contact edge:      [0.0552 0.0571 0.0819 0.1329 0.234  0.4388]
rho_perp 105.12 ohm um^2; r = rho_perp/rho_c 1.0512
R_c finite volumes, h=1.0 nm 1535.339 ohm um
R_c finite volumes, h=0.5 nm 1535.294 ohm um; order 1.997
R_c eigenmodes 1535.278 ohm um = 1.5353 kohm um
ordinary line 1117.31, corrected line 1601.49 ohm um
R_c / ordinary line 1.3741; corrected line / R_c 1.0431
apparent rho_c = S R_c^2 188.8 ohm um^2
lengths: ordinary L_T 89.50 nm; S R_c 122.99 nm
lengths: corrected L_T 128.19 nm; slowest mode 129.30 nm
63.2% of current enters metal within 121.30 nm
random stacks satisfying bounds 300; remainder exponent 1.497
first-order test, L=100 nm: actual/predicted error 0.9980
rho_i     1 ohm um^2: r 0.0350, R_c 1135.9 ohm um, R_c/line 1.0167, corrected/R_c 1.0007
rho_i     3 ohm um^2: r 0.1051, R_c 1170.9 ohm um, R_c/line 1.0479, corrected/R_c 1.0032
rho_i    10 ohm um^2: r 0.3504, R_c 1280.0 ohm um, R_c/line 1.1456, corrected/R_c 1.0145
rho_i    30 ohm um^2: r 1.0512, R_c 1535.3 ohm um, R_c/line 1.3741, corrected/R_c 1.0431
rho_i   100 ohm um^2: r 3.5042, R_c 2190.3 ohm um, R_c/line 1.9603, corrected/R_c 1.0939
L  30 nm: R_c 5829.4, line 3457.2, corrected 6961.9 ohm um
L 100 nm: R_c 2301.9, line 1385.1, corrected 2451.4 ohm um
L 500 nm: R_c 1535.3, line 1117.3, corrected 1601.5 ohm um
10% error, L  30 nm: reached at r 0.1182; guaranteed below r 0.1037
10% error, L 500 nm: reached at r 0.2314; guaranteed below r 0.2099
gap  20 nm: R_c / long-gap R_c 0.9826
gap  50 nm: R_c / long-gap R_c 0.9944
gap 100 nm: R_c / long-gap R_c 0.9990
gap 200 nm: R_c / long-gap R_c 1.0000
floor of R_c at vanishing rho_c 950.9 ohm um; corrected line 1145.6
under metal, 5e12 cm^-2 added to top layer: R_c 1421.0 ohm um
under metal, top layer conductance x 0.1: R_c 1558.5 ohm um
under metal, all layers x 0.5: R_c 2153.9 ohm um
equal layers everywhere: R_c 1294.5 ohm um
ideal metal on flake end: relative change of R_c -1.66e-03
at 10 uA/um: largest interlayer drop 2.09 mV, metal-layer drop 11.07 mV
kT/q at 300 K 25.85 mV; first drop reaches it at 23.3 uA/um
ballistic resistance per contact (nondegenerate, mass 0.5) 21.2 ohm um
mean free path 3.40 nm; top-layer length sqrt(s_1 rho_i) 6.18 nm
bottom-layer density / thermal state density 0.470
contact heating through 90 nm oxide 0.076 K
fields: oxide 4.64, interlayer 0.0322, channel 0.0012 MV/cm
metal (1 ohm per square) / channel sheet resistance 8.0e-05
```
